# Inverse-time decay of the density of coarsening end-of-range loops

Suppose that an anneal begins with $10^{11}$ dislocation loops per cm², and that their density is taken to fall as $1/t$ from the start. For the model worked out below, that rule gives $7.5\times10^{11}$ loops per cm² after 60 s, more than seven times the number present at the beginning. After 600 s, the slope of $\ln N$ against $\ln t$ is $-0.57$, not $-1$. A reader expecting $-1$ might infer that fresh interstitials are feeding the loops, although their total content is constant. Both errors disappear once the density law is derived with its initial condition:

$$N(t)=\frac{N_0}{1+t/\tau},\qquad \tau=\frac{m_0}{b}. \tag{1}$$

Here $N$ is the number of loops per unit wafer area and $N_0$ its value at $t=0$. The mean squared radius is $\langle r^2\rangle=m_0+bt$, with $b>0$. Angle brackets denote an average over the loops alive at time $t$. The density is inversely proportional to $t+\tau$, and becomes proportional to $1/t$ when $t\gg\tau$.

## First derivation: counting atoms

End-of-range loops are extra atomic planes formed from the excess interstitials that implantation leaves behind. Let each loop be a circular plane of radius $r$, with $\sigma$ atoms per unit area. It contains

$$n=\pi\sigma r^2 \tag{2}$$

interstitials. Adding the contents of all loops in a unit wafer area gives

$$C=\pi\sigma N\langle r^2\rangle. \tag{3}$$

Assume that $C$ is constant: no interstitials are lost to the surface, none are supplied by other defects, and the number moving freely between loops is negligible. Inserting the linear law for $\langle r^2\rangle$ into (3) gives

$$N(t)=\frac{C}{\pi\sigma(m_0+bt)}.$$

At $t=0$ this reads $N_0=C/(\pi\sigma m_0)$. Dividing the two expressions,

$$\frac{N(t)}{N_0}=\frac{m_0}{m_0+bt}=\frac{1}{1+bt/m_0},$$

which is (1).

**Short and long times.** For $t\ll\tau$, expansion gives $N\simeq N_0(1-t/\tau)$: the density has hardly begun to fall. For $t\gg\tau$, the term $m_0$ is negligible beside $bt$, and

$$N(t)\simeq N_\infty(t)=\frac{C}{\pi\sigma b\,t}. \tag{4}$$

At given $C$ and $b$, this limit does not depend on $N_0$. A population that begins with many small loops and one that begins with fewer large loops then approach the same density, provided that they share the same $b$. In the kinetic model below, $b$ depends on the shape of the distribution. The error of the pure $1/t$ law follows from $N_\infty=N_0\tau/t$:

$$\frac{N_\infty}{N}-1=\frac{\tau}{t}\left(1+\frac{t}{\tau}\right)-1=\frac{\tau}{t}. \tag{5}$$

This is the excess relative to the full result. To keep it below 10 percent, $t$ must exceed $10\tau$.

**The local exponent.** Since $\ln N=\ln N_0-\ln(1+t/\tau)$,

$$\frac{d\ln N}{d\ln t}=-t\,\frac{1/\tau}{1+t/\tau}=-\frac{t}{t+\tau}. \tag{6}$$

The exponent is $-1/2$ at $t=\tau$ and tends to $-1$ later. A plot of $1/N$ against $t$ avoids this slow approach, because (1) makes it a straight line from the start, as long as $\langle r^2\rangle$ is linear from the start:

$$\frac1N=\frac1{N_0}+\frac{\pi\sigma b}{C}\,t. \tag{7}$$

Equation (3) also says that the summed loop area per wafer area, $\pi N\langle r^2\rangle=C/\sigma$, is constant. As the loops grow, their spacing $N^{-1/2}$ grows in proportion to their root-mean-square radius. Coarsening therefore does not make the population more dilute in this sense.

## Second derivation: counting the loops that vanish

The second route does not presuppose a linear mean squared radius. It starts from the growth law of a single loop and counts the loops that shrink to nothing.

**Growth of one loop.** Let the dislocation line have a constant energy $T$ per unit length. This leaves out the logarithmic dependence of the elastic line energy on loop radius. The loop energy is $E=2\pi rT$, so adding one interstitial costs

$$\mu(r)=\frac{dE/dr}{dn/dr}=\frac{2\pi T}{2\pi\sigma r}=\frac{T}{\sigma r}.$$

Energies are measured from that of an interstitial in an infinitely large loop. Small loops bind their atoms less strongly.

Let all loops exchange atoms with one common reservoir of chemical potential $\mu_m$. This is a mean-field assumption. If exchange occurs along the line at a rate $M$ per unit length and unit energy difference, then

$$\frac{dn}{dt}=2\pi rM\left(\mu_m-\frac{T}{\sigma r}\right).$$

The sign is such that a loop gains atoms when they have a higher chemical potential in the reservoir. A rate linear in the energy difference is the limit of a thermally activated exchange when $\mu_m$ and $\mu(r)$ are small beside the thermal energy. From (2), $dn/dt=2\pi\sigma r\,dr/dt$. Dividing by $2\pi\sigma r$,

$$\frac{dr}{dt}=K\left(\frac1{r_c}-\frac1r\right),\qquad K=\frac{MT}{\sigma^2},\qquad r_c=\frac{T}{\sigma\mu_m}. \tag{8}$$

Loops larger than $r_c$ grow and smaller ones shrink.

**What conservation fixes.** The content is proportional to the sum of $r^2$. A loop disappears at $r=0$, where it holds no atoms, so its removal does not change the sum. Hence

$$0=\sum r\frac{dr}{dt}=K\sum\left(\frac r{r_c}-1\right),$$

and therefore $r_c=\langle r\rangle$.

**The rate of disappearance.** Let $f(r,t)\,dr$ be the number of loops per wafer area with radii between $r$ and $r+dr$. Near zero radius, (8) gives $dr/dt\simeq-K/r$. The number of loops crossing $r=0$ per unit time is the density multiplied by this inward speed, so

$$\frac{dN}{dt}=-K\lim_{r\to0}\frac{f(r,t)}r. \tag{9}$$

Now assume that the distribution keeps its shape when radii are measured in units of $r_c$:

$$f(r,t)=\frac{N}{r_c}P(u),\qquad u=\frac r{r_c},\qquad \int P\,du=1.$$

For a finite, nonzero disappearance rate, $P$ must start linearly, $P\simeq au$. Then $f/r\to Na/r_c^2$, and (9) becomes

$$\frac{dN}{dt}=-\frac{KaN}{r_c^2}.$$

Conservation (3), with $\langle r^2\rangle=r_c^2\langle u^2\rangle$, gives $1/r_c^2=\pi\sigma\langle u^2\rangle N/C$. Thus

$$\frac{dN}{dt}=-\frac{\pi\sigma Ka\langle u^2\rangle}{C}N^2. \tag{10}$$

Dividing by $-N^2$ and integrating gives (7), with

$$b=Ka\langle u^2\rangle. \tag{11}$$

This is again (1). The square of $N$ does not signify encounters between pairs of loops. One factor counts the loops available to vanish. The other enters through $1/r_c^2$: fewer loops sharing the same atoms must be larger, and larger loops evolve more slowly.

**Finding the shape.** The coefficient $b$ requires $P$. From (8), $d(r^2)/dt=2K(u-1)$. Since $u^2=r^2/r_c^2$,

$$\frac{d(u^2)}{dt}=\frac{2K(u-1)}{r_c^2}-\frac{u^2}{r_c^2}\frac{dr_c^2}{dt}.$$

Use $s=\ln r_c^2$ as the clock and define $\gamma=2K/(dr_c^2/dt)$. Division by $ds/dt=(dr_c^2/dt)/r_c^2$ gives

$$v(u)\equiv\frac{du}{ds}=\frac{\gamma(u-1)-u^2}{2u}. \tag{12}$$

At fixed shape, $N\propto1/r_c^2$, so $dN/ds=-N$. Comparison with $dN/dt=-KaN/r_c^2$ gives $dr_c^2/dt=Ka$. Thus $\gamma=2/a$ is constant. Loops move along the $u$ axis with speed $v$, and continuity for the density $NP(u)$ reads

$$\frac{\partial(NP)}{\partial s}+\frac{\partial(vNP)}{\partial u}=0
\quad\Longrightarrow\quad (vP)'=P. \tag{13}$$

The shape depends on $\gamma$. If $\gamma<4$, the numerator of (12) has no real root. At large $u$, $v\simeq-u/2$, and (13) gives $vP\propto u^{-2}$ and $P\propto u^{-3}$. Then $\langle u^2\rangle$ diverges, which is incompatible with a finite content. Hence $\gamma\ge4$.

**A smooth upper tail.** At $\gamma=4$ the two roots merge, and $v=-(2-u)^2/(2u)$. With $W=vP$, (13) becomes

$$\frac{W'}W=\frac1v=-\frac{2u}{(2-u)^2}=-\frac4{(2-u)^2}+\frac2{2-u}.$$

The last step uses $2u=4-2(2-u)$. Integration gives

$$W=-A\frac{e^{-4/(2-u)}}{(2-u)^2}.$$

The minus sign describes flow towards smaller $u$. Because $W'=P$, normalization requires $W(2)-W(0)=Ae^{-2}/4=1$, so $A=4e^2$. Dividing $W$ by $v$,

$$P(u)=\frac{8e^2u}{(2-u)^4}\exp\left(-\frac4{2-u}\right),\qquad 0<u<2. \tag{14}$$

It vanishes smoothly at $u=2$. Its initial slope is $a=8e^2e^{-2}/16=1/2$, in agreement with $a=2/\gamma$. Numerical integration gives $\langle u^2\rangle=1.109$, so $b=0.555K$.

**A sharp upper edge.** For $\gamma>4$ there are two roots, $u_1<u_2$, and $v=-(u-u_1)(u-u_2)/(2u)$. Consider a distribution ending at $u_1$. Near this edge $v\simeq\lambda(u-u_1)$, with $\lambda=(u_2-u_1)/(2u_1)$. Putting $P\propto(u_1-u)^p$ into (13) gives $\lambda(1+p)=1$.

Suppose that the initial distribution has a finite, nonzero density at its largest radius. Near a fixed shape, the spacing in $u$ of neighbouring loops at the edge grows as $e^{\lambda s}$, while $N$ falls as $e^{-s}$. The edge value of $P$, which is the number of loops per unit $u$ divided by $N$, therefore varies as $e^{(1-\lambda)s}$. For $\lambda<1$ it would grow, although the fixed shape then has $p>0$ and vanishes at its edge. For $\lambda>1$ it would fall, although the fixed shape then has $p<0$ and diverges there. Only $\lambda=1$, with $p=0$, is consistent, and it gives $u_2=3u_1$. The numerator of (12) requires $u_1+u_2=u_1u_2=\gamma$. Thus $4u_1=3u_1^2$, giving $u_1=4/3$, $u_2=4$ and $\gamma=16/3$. Then

$$\frac{W'}W=-\frac{2u}{(4/3-u)(4-u)}=-\frac1{4/3-u}+\frac3{4-u},$$

so $W=-A(4/3-u)/(4-u)^3$. Normalization gives $A(4/3)/64=1$, or $A=48$, and

$$P(u)=\frac{96u}{(4-u)^4},\qquad 0<u<\frac43. \tag{15}$$

Here $a=96/256=3/8$ and $\langle u^2\rangle=1.075$, so $b=0.403K$. Profiles (14) and (15) give different coefficients, but the same inverse-time form.

## A worked anneal

Take round model parameters, assigned to no particular material: $\sigma=20$ nm⁻², $T=10$ eV/nm and $M=4$ atoms/(nm s eV). Then

$$K=\frac{4\times10}{20^2}=0.100\ \text{nm}^2/\text{s}.$$

Let $N_0=10^{11}$ cm⁻² and $m_0=25$ nm², so the initial root-mean-square radius is 5 nm. A loop of this radius holds $\pi\times20\times25=1571$ atoms, and the content is $C=1.571\times10^{14}$ cm⁻². The summed loop area is $C/\sigma=0.079$ of the wafer area. At this radius $\mu=T/(\sigma r)=0.1$ eV, about equal to the thermal energy at 900 °C, so a real anneal of such loops lies outside the linear range of (8). With an exchange rate exponential in $\mu$, small loops vanish faster, and the slope of $\langle r^2\rangle$ starts above the $b$ of (11) and falls as the loops grow. The numbers below describe the linear model only.

Starting from profile (14),

$$b=\frac{1.1094\times0.100}{2}=0.0555\ \text{nm}^2/\text{s},\qquad
\tau=\frac{25}{0.05547}=451\ \text{s}.$$

At 600 s, the denominator in (1) is $1+600/450.7=2.331$, and the density is $4.29\times10^{10}$ cm⁻². The other times follow in the same way.

| $t$ (s) | $N$ (cm⁻²) | rms radius (nm) | exponent | $N_\infty$ (cm⁻²) |
|---:|---:|---:|---:|---:|
| 60 | $8.83\times10^{10}$ | 5.32 | −0.12 | $7.51\times10^{11}$ |
| 600 | $4.29\times10^{10}$ | 7.63 | −0.57 | $7.51\times10^{10}$ |
| 3600 | $1.11\times10^{10}$ | 14.99 | −0.89 | $1.25\times10^{10}$ |
| 36000 | $1.24\times10^{9}$ | 44.97 | −0.99 | $1.25\times10^{9}$ |

After one hour the pure $1/t$ law is still too high by $451/3600=12.5$ percent of the full result. After ten hours the excess is 1.25 percent.

A direct simulation of 40,000 loops, using (8) with $r_c=\langle r\rangle$, tests these formulas. Down to 3332 surviving loops, the density stays within 0.25 percent of (1), relative to that formula. The exponent measured around $t=\tau$ is $-0.4996$.

A second simulation starts with 200,000 radii spread uniformly between 0 and 10 nm, far from the fixed shape (15). While the shape changes, $\langle r^2\rangle$ is not linear in time. Later its slope approaches $b$, but its value still carries the history of the transient. Equation (1) with $\tau=m_0/b$ therefore does not describe this run from the start, and the exponent need not follow (6). Averaged over the fall from $N_0/20$ to $N_0/100$ it is $-0.922$; over the next fivefold fall it is $-0.980$. The rate of increase of $1/N$, which does not depend on the choice of time origin, agrees over this last interval with the prediction from (15) to 0.3 percent, a difference smaller than the 0.6 percent drift of the content in this run and therefore not resolved. Further values are in the numerical output.

## What each derivation assumes

The first derivation needs conserved content, one value of $\sigma$, circular loops and a measured or otherwise known linear law for $\langle r^2\rangle$. It is indifferent to the mechanism. Loops may exchange atoms through a reservoir or merge, provided that the products are again circular and these conditions hold. It cannot predict $b$.

The second derivation assumes more about the kinetics: constant line energy, exchange proportional to line length and linear in the chemical-potential difference, a common reservoir, no merging and a distribution of fixed shape. In return, it derives the linear law and expresses $b$ through $K$ and the shape. If the line energy varies with radius, (8) changes and the coefficients found here no longer apply. The first derivation survives if $\langle r^2\rangle$ is nevertheless linear.

Both rely on conservation. If the content changes, (3) still holds at each instant, and its logarithmic derivative is

$$\frac{d\ln N}{d\ln t}=\frac{d\ln C}{d\ln t}-\frac{d\ln\langle r^2\rangle}{d\ln t}. \tag{16}$$

Loss of interstitials makes the first term negative, so the density falls faster than $1/\langle r^2\rangle$; supply makes it fall more slowly. An exponent of $N$ between 0 and $-1$ cannot separate such a change from the effect of $\tau$. A steeper exponent cannot come from $\tau$, but it can arise at constant content while a narrow starting distribution broadens, so it cannot establish a change of content either. The product $N\langle r^2\rangle$ can, because it is proportional to $C$.

The average in that product matters. In the second simulation, $\langle r^2\rangle/\langle r\rangle^2$ falls from 1.33 to 1.07 as the shape changes. At constant content the product $N\langle r\rangle^2$ consequently rises by the factor $1.333/1.075=1.24$, or 24 percent. The simulation shows 25 percent, because its content drifts upward by 0.6 percent, the error of the numerical integration. Someone who squared the mean radius would read this rise as a supply of interstitials that does not exist. Once the shape is fixed, the two averages differ by a constant factor, and either can be used to follow relative changes in content.

## Calculated quantities

```
sigma = 20.0 nm^-2
line energy T = 10.0 eV/nm
exchange rate M = 4.0 atoms/(nm s eV)
coarsening constant K = 0.1000 nm^2/s
initial density N0 = 1.000e+11 cm^-2
initial mean squared radius m0 = 25.00 nm^2
initial rms radius = 5.000 nm
atoms in a loop of rms radius = 1570.8
content C = 1.5708e+14 cm^-2
<u^2>, smooth-tail profile = 1.10937
<u^2>, sharp-edge profile = 1.07535
slope b = 0.05547 nm^2/s
tau = 450.71 s
t = 60 s: N = 8.8252e+10 cm^-2, rms r = 5.322 nm
   local exponent = -0.1175, pure 1/t law = 7.5118e+11 cm^-2
   simulated N = 8.8271e+10 cm^-2
t = 600 s: N = 4.2896e+10 cm^-2, rms r = 7.634 nm
   local exponent = -0.5710, pure 1/t law = 7.5118e+10 cm^-2
   simulated N = 4.2932e+10 cm^-2
t = 3600 s: N = 1.1127e+10 cm^-2, rms r = 14.990 nm
   local exponent = -0.8887, pure 1/t law = 1.2520e+10 cm^-2
   simulated N = 1.1149e+10 cm^-2
t = 36000 s: N = 1.2365e+09 cm^-2, rms r = 44.965 nm
   local exponent = -0.9876, pure 1/t law = 1.2520e+09 cm^-2
Simulation 1: loops at start = 40000, at end = 3332
  fitted slope of <r^2> = 0.05547 nm^2/s
  largest relative deviation of N = 0.00249
  largest relative content drift = 0.00245
  exponent measured around tau = -0.4996
Simulation 2: loops at start = 200000, at end = 400
  late slope of <r>^2 divided by K = 0.3766
  late rate of 1/N divided by prediction = 0.9968
  exponent from N0/20 to N0/100 = -0.9216
  exponent from N0/100 to N0/500 = -0.9800
  largest relative content drift = 0.00609
  <r^2>/<r>^2 at start = 1.3333, at end = 1.0745
  N<r>^2 at end divided by start = 1.2485
```
